# Static sheet polarizability of a massive Dirac monolayer and its limits

## The decision: which parameter changes the screening?

Suppose a calculation of charged impurities or excitons in a monolayer uses a screening length $r_0$, and the band model is then refitted. The new fit has a different gap, a different velocity, or both. Must $r_0$ be changed too?

For independent electrons in an undoped, isotropic massive Dirac cone, the gap matters and the velocity does not, provided that the gap is held fixed while the velocity varies. The cone's sheet polarizability is

$$
\alpha=\frac{g e^2}{6\pi\Delta},
$$

where $\Delta$ is the gap energy and $g$ counts the cones, spin included. The result belongs to zero temperature, a cone without an upper cutoff, and a static field whose wavevector $q$ tends to zero. I start with one pair of levels, go to a line of them, and then fill the plane.

## One pair of levels

Let $\mathbf P=\alpha\mathbf E$, with $\mathbf P$ the dipole per area and $\mathbf E$ the total in-plane field. Then $\alpha$ has the unit farad. The electron charge is $-e$, so a field along $x$ adds the energy $eEx$.

For a filled level $v$ and an empty level $c$, separated by $2\varepsilon$, second-order perturbation theory gives

$$
\delta U=-\frac{e^2E^2|x_{cv}|^2}{2\varepsilon}.
$$

An induced dipole has energy $-\alpha_{\rm pair}E^2/2$. Equating the two gives

$$
\alpha_{\rm pair}=\frac{2e^2|x_{cv}|^2}{2\varepsilon}
=\frac{e^2|x_{cv}|^2}{\varepsilon}.
$$

In a crystal, $x$ acts as $i\partial_{k_x}$ on Bloch amplitudes. Hence $[x,h]=i\,\partial h/\partial k_x$. Taking the element between $c$ and $v$,

$$
x_{cv}(E_v-E_c)=i\langle c|\partial_{k_x}h|v\rangle,
\qquad
x_{cv}=-\frac{i\langle c|\partial_{k_x}h|v\rangle}{2\varepsilon}.
$$

The part of $x$ that moves electrons within a band does not change a full band. In terms of its projector $\rho_0$, the field enters through $[x,\rho_0]=i\partial_{k_x}\rho_0$. Differentiating $\rho_0^2=\rho_0$ and multiplying by $\rho_0$ on both sides gives $\rho_0(\partial_{k_x}\rho_0)\rho_0=0$. The same holds for the empty-band projector $1-\rho_0$, so the drive is purely interband.

## A line of pairs: velocity survives

Take $h=\hbar vk\sigma_x+m\sigma_z$, with $m=\Delta/2$ an energy. Its levels are $\pm\varepsilon$, where $\varepsilon^2=(\hbar vk)^2+m^2$. Let $\mathbf n$ be the unit vector defined by $h=\varepsilon\,\mathbf n\cdot\boldsymbol\sigma$. Completeness of the two states gives

$$
|\langle c|\sigma_x|v\rangle|^2
=\langle v|\sigma_x^2|v\rangle-\langle v|\sigma_x|v\rangle^2
=1-n_x^2.
$$

On the line, $1-n_x^2=m^2/\varepsilon^2$, so $|x_{cv}|^2=(\hbar v)^2m^2/(4\varepsilon^4)$. With $y=\hbar vk/m$, the dipole per length divided by field is

$$
\alpha_{\rm 1D}=e^2\int_{-\infty}^{\infty}\frac{dk}{2\pi}
\frac{(\hbar v)^2m^2}{4\varepsilon^5}
=\frac{e^2\hbar v}{8\pi m^2}
\int_{-\infty}^{\infty}\frac{dy}{(1+y^2)^{5/2}}.
$$

Substituting $y=\tan s$ turns the last integral into $\int_{-\pi/2}^{\pi/2}\cos^3s\,ds=4/3$. Therefore

$$
\alpha_{\rm 1D}=\frac{e^2\hbar v}{6\pi m^2}.
$$

Doubling $v$ at fixed gap doubled the numerically summed response. The cancellation sought in the monolayer is thus not a property of Dirac bands in every dimension.

## Filling the plane: velocity cancels

Now take

$$
h=\hbar v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z,
\qquad \varepsilon^2=(\hbar vk)^2+m^2.
$$

The identity for $\sigma_x$ still holds, with $n_x=\hbar vk_x/\varepsilon$. Thus

$$
|x_{cv}|^2=\frac{(\hbar v)^2}{4\varepsilon^2}
\left[1-\frac{(\hbar vk_x)^2}{\varepsilon^2}\right].
$$

The angular average of $k_x^2$ is $k^2/2$, and $(\hbar vk)^2=\varepsilon^2-m^2$. The bracket averages to $(\varepsilon^2+m^2)/(2\varepsilon^2)$, so

$$
\overline{|x_{cv}|^2}
=\frac{(\hbar v)^2(\varepsilon^2+m^2)}{8\varepsilon^4}.
$$

In the opposite valley the sign of $k_x$ in $h$ is reversed. The squares are unchanged, and that valley contributes equally. Summing the pairs,

$$
\alpha=ge^2\int_0^\infty\frac{k\,dk}{2\pi}
\frac{(\hbar v)^2(\varepsilon^2+m^2)}{8\varepsilon^5}.
$$

Differentiating the dispersion gives $(\hbar v)^2k\,dk=\varepsilon\,d\varepsilon$. This removes the velocity:

$$
\alpha=\frac{ge^2}{16\pi}\int_m^\infty d\varepsilon
\left(\frac1{\varepsilon^2}+\frac{m^2}{\varepsilon^4}\right)
=\frac{ge^2}{16\pi}\left(\frac1m+\frac1{3m}\right)
=\frac{ge^2}{12\pi m}=\frac{ge^2}{6\pi\Delta}.
$$

Physically, at a given band energy a larger velocity lengthens each transition dipole, which supplies a factor $v^2$ in its square. It also shrinks the area of $k$ space that belongs to each energy interval, so fewer states lie there, by a factor $v^{-2}$. In two dimensions these factors cancel.

The condition of fixed gap matters. Near the band edge $\varepsilon\simeq m+(\hbar vk)^2/(2m)$, so the effective mass is $m^*=m/v^2$ and $\Delta=2m^*v^2$. If a fit holds $m^*$ fixed while $v$ changes, the gap changes and so does $\alpha$.

As a test, the Hamiltonian was diagonalized over the plane for gaps of 0.5, 1, 2 and 4 eV, each with $\hbar v=0.35$, 0.7 and 1.4 eV nm. All twelve sums agreed with the formula within a relative error of $10^{-6}$.

## Unequal velocities

Replace the kinetic term by $\hbar(v_xk_x\sigma_x+v_yk_y\sigma_y)$ and use $u_i=\hbar v_ik_i$ as variables. A field along $x$ brings $v_x^2$ from the dipole, while $dk_xdk_y=du_xdu_y/(\hbar^2v_xv_y)$. The remaining integral is the isotropic one, so

$$
\alpha_{xx}=\frac{ge^2}{6\pi\Delta}\frac{v_x}{v_y},
\qquad
\alpha_{yy}=\frac{ge^2}{6\pi\Delta}\frac{v_y}{v_x}.
$$

Only a common velocity scale cancels. For $v_x/v_y=2$, the numerical factors were 2 and 0.5.

## From polarizability to a screened potential

For a potential $\phi_q$, the field is $-iq\phi_q$. The induced sheet charge is

$$
\rho_{\rm ind}=-\nabla\cdot\mathbf P
=-iq\,\alpha(-iq\phi_q)=-\alpha q^2\phi_q.
$$

Place the sheet at $z=0$ between media with dielectric constants $\kappa_1$ and $\kappa_2$. On both sides the potential decays as $\phi_qe^{-q|z|}$. The jump in electric displacement equals the sheet charge:

$$
\varepsilon_0(\kappa_1+\kappa_2)q\phi_q
=\rho_{\rm ext}-\alpha q^2\phi_q.
$$

With $\kappa=(\kappa_1+\kappa_2)/2$ and $r_0=\alpha/(2\varepsilon_0)$,

$$
\phi_q=\frac{\rho_{\rm ext}}{2\varepsilon_0q(\kappa+r_0q)}.
$$

As $q\to0$ the surroundings do the screening and the sheet drops out. The two terms in the bracket are equal at $q=\kappa/r_0$, which defines the crossover length $r_0/\kappa$.

The same $\alpha$ must follow from the density response. A potential of wavevector $q$ connects filled states at $\mathbf k-\mathbf q/2$ to empty states at $\mathbf k+\mathbf q/2$. Adding the equal reverse process gives

$$
\alpha(q)=\frac{2ge^2}{q^2}\int\frac{d^2k}{(2\pi)^2}
\frac{|\langle c_{\mathbf k+\mathbf q/2}|v_{\mathbf k-\mathbf q/2}\rangle|^2}
{\varepsilon_{\mathbf k+\mathbf q/2}+\varepsilon_{\mathbf k-\mathbf q/2}}.
$$

To leading order in $q$, the squared overlap is $q^2|x_{cv}|^2$ and the denominator is $2\varepsilon$, which restores the earlier integral. At finite $q$, the ratio $\hbar vq/\Delta$ enters, so velocity independence is a statement about the long-wavelength limit.

## Numbers for a semiconducting monolayer

Take round parameters in the regime of transition-metal dichalcogenide monolayers: $\Delta=2.0$ eV, $\hbar v=0.35$ eV nm, and $g=4$ from two valleys and two spins. With $e^2/\varepsilon_0=18.095$ eV nm,

$$
\frac{\alpha}{\varepsilon_0}
=\frac{4(18.095\ \text{eV nm})}{6\pi(2.0\ \text{eV})}
=1.92\ \text{nm},\qquad r_0=0.96\ \text{nm}.
$$

This is $\alpha=1.70\times10^{-20}$ F, or $r_0=9.6$ Å. With vacuum above and a dielectric of constant 3.9 below, $\kappa=2.45$ and $r_0/\kappa=0.39$ nm. That is shorter than the roughly 0.6 nm thickness of such a monolayer, so a zero-thickness potential with the cone's $r_0$ alone should not be trusted at this crossover. In a real monolayer other bands add to $r_0$. With the total of about 3 nm estimated below, the crossover length is about 1.3 nm. That is only about twice the thickness, so the finite thickness can still matter there.

At $q=1/r_0=1.04$ nm$^{-1}$, the calculated $\alpha(q)$ is 0.987 of its long-wavelength value. The cone's own dispersion with $q$ is a 1.3% effect there.

## Stop the cone at the zone boundary

Real bands do not continue as a cone to infinite energy. If the integral stops at band energy $\Lambda$, it becomes

$$
\frac1m-\frac1\Lambda+\frac1{3m}-\frac{m^2}{3\Lambda^3}.
$$

Dividing by the full value $4/(3m)$ gives

$$
\frac{\alpha_\Lambda}{\alpha}
=1-\frac34\frac m\Lambda-\frac14\left(\frac m\Lambda\right)^3.
$$

The limit $\Lambda\to\infty$ is recovered, but the correction falls only as $1/\Lambda$. To size it, give each valley a disc with half the area of the hexagonal Brillouin zone:

$$
\pi k_c^2=\frac12\,\frac{8\pi^2}{\sqrt3a^2}.
$$

For $a=0.32$ nm, $k_c=8.42$ nm$^{-1}$ and $\Lambda=3.11$ eV. The factor is 0.75. Doubling $v$ with $k_c$ and the gap fixed raises it to 0.87. For independent electrons, a cutoff fixed in wavevector therefore brings velocity back. The disc only removes states and keeps the cone's shape inside. It does not fix the size or even the sign of the correction in a dichalcogenide, whose bands can stay close together far from the valleys and add polarizability there.

## Let the electron and hole attract

The field also changes the exchange energy. I keep the given bands fixed as quasiparticle bands and add the linear change of a statically screened exchange term. No Hartree term is needed, because $\mathbf E$ is already the total field.

The filled-band density matrix is $\rho_0=(1-\mathbf n\cdot\boldsymbol\sigma)/2$. Write the interband position as $X=\mathbf a\cdot\boldsymbol\sigma$, with $\mathbf a\perp\mathbf n$. The condition $[X,\rho_0]=i\partial_{k_x}\rho_0$ gives $\mathbf a\times\mathbf n=\partial_{k_x}\mathbf n/2$, hence

$$
\mathbf a=\tfrac12\mathbf w,\qquad
\mathbf w=\mathbf n\times\partial_{k_x}\mathbf n.
$$

A change $\delta\mathbf n$ means $\delta\rho=-\delta\mathbf n\cdot\boldsymbol\sigma/2$. The exchange change is $-\int W\delta\rho=\mathbf B\cdot\boldsymbol\sigma$, with

$$
\mathbf B(\mathbf k)=\frac12\int\frac{d^2k'}{(2\pi)^2}
W(|\mathbf k-\mathbf k'|)\,\delta\mathbf n(\mathbf k').
$$

The vector multiplying $\boldsymbol\sigma$ is now $\varepsilon\mathbf n+eE\mathbf w/2+\mathbf B$. Its direction changes, to first order, by the transverse addition divided by $\varepsilon$:

$$
\varepsilon\,\delta\mathbf n=\frac{eE}{2}\mathbf w+\mathbf B_\perp .
$$

The dipole per state is $-e\,{\rm Tr}(X\delta\rho)=(e/2)\mathbf w\cdot\delta\mathbf n$, so

$$
\alpha=\frac{ge}{2E}\int\frac{d^2k}{(2\pi)^2}
\mathbf w\cdot\delta\mathbf n.
$$

Setting $W=0$ gives $e^2|\mathbf w|^2/(4\varepsilon)=e^2|x_{cv}|^2/\varepsilon$ per state, the independent-pair result.

To solve the equation, let $\theta$ and $\varphi$ be the polar angles of $\mathbf n$, with $\tan\theta=\hbar vk/m$. The drive is

$$
\mathbf w=\frac{\sin\theta}{k}\sin\varphi\,\mathbf e_\theta
+\frac{d\theta}{dk}\cos\varphi\,\mathbf e_\varphi .
$$

Rotational symmetry then allows $\delta\mathbf n=A(k)\sin\varphi\,\mathbf e_\theta+C(k)\cos\varphi\,\mathbf e_\varphi$. Let $\delta=\varphi'-\varphi$. Projecting $\mathbf B$ on the local unit vectors and dropping terms odd in $\delta$ leaves two radial equations:

$$
\begin{aligned}
\varepsilon A={}&\frac{eE\sin\theta}{2k}
+\int\!\frac{k'dk'd\delta}{8\pi^2}W
\big[(\cos\theta\cos\theta'\cos^2\delta\\
&+\sin\theta\sin\theta'\cos\delta)A'
+\cos\theta\sin^2\delta\,C'\big],\\
\varepsilon C={}&\frac{eE}{2}\frac{d\theta}{dk}
+\int\!\frac{k'dk'd\delta}{8\pi^2}W
\big[\cos\theta'\sin^2\delta\,A'+\cos^2\delta\,C'\big].
\end{aligned}
$$

Primes on $A$, $C$ and $\theta$ mean evaluation at $k'$. For a free-standing sheet, $W=e^2/[2\varepsilon_0q(1+r_sq)]$. I use $r_s=3.15$ nm, which includes the remote-band estimate made below.

Solved in a small set of radial functions, the equations multiply the independent-electron $\alpha$ by 1.54; a larger basis and grid give 1.55. The value is still rising with the basis, and a converged radial grid gives about 1.58. The small-basis factors in this section are therefore low by up to 3%, and not good to the last digit. With the gap and $r_s$ fixed, doubling the velocity lowers the factor to 1.37 (1.38 when converged). Attraction is thus a large correction here, and it removes velocity independence. Its size depends on reading 2.0 eV as the quasiparticle gap, which places the model's lowest exciton near 1.3 eV. For free-standing MoS$_2$ about 2 eV is closer to the optical gap, and a quasiparticle gap of 2.7 eV with the same $r_s$ and velocity lowers the factor to about 1.4. These factors belong to an infinite cone in vacuum. They were not computed together with the cutoff, so multiplying the separate factors would not give a controlled total.

## What the two bands leave out

Filled bands away from the cone also polarize. For a rough size, treat their electrons as oscillators with one transition energy $E_r$. Static force balance, $m_e(E_r/\hbar)^2x=-eE$, gives a dipole $e^2\hbar^2E/(m_eE_r^2)$ per electron. For $N$ electrons in a cell of area $A_c$,

$$
r_{0,\rm remote}=\frac{1}{2\varepsilon_0}
\frac{e^2\hbar^2N}{m_eE_r^2A_c}.
$$

A dichalcogenide cell has $N=18$ valence electrons: six from the metal and six from each chalcogen. With $A_c=\sqrt3a^2/2$ and an assumed $E_r=8$ eV, the estimate is 2.2 nm. This is 2.3 times the Dirac term. It partly counts the cone's electrons twice, and it varies as $E_r^{-2}$, so it shows a scale and not a prediction.

The sum, about 3 nm, can be set beside first-principles screening lengths of roughly 4 nm for free-standing MoS$_2$. The Dirac value of 0.96 nm alone is far too small for that material. The assumption that fails is that the cones at the valleys carry all the polarization. The estimate does not tell how the missing part divides between other bands and the same two bands far from the valleys, where they are no longer a cone. In a nearest-neighbour three-band tight-binding model of MoS$_2$, a rough description away from the valleys, the highest valence and lowest conduction band alone give about 2.2 nm, roughly twice the cone value at the same gap.

This changes the answer to the opening question. If the gap rises from 2.0 to 2.2 eV, the Dirac term for independent electrons in a full cone falls from 0.96 to 0.87 nm. With the remote part fixed, the estimated total then falls by only about 3%. The inverse-gap law belongs to this ideal Dirac term, not to a full material's $r_0$. For the parameters used here, with $k_c$ and $r_s$ held fixed, the cutoff and the attraction each make the cone's contribution fall faster than $1/\Delta$, so the 3% holds only for the estimate with independent electrons in a full cone. It is not a rule for correcting a measured or first-principles $r_0$.

Spin splitting is a smaller matter. If half the cones have gap $\Delta$ and half have $\Delta+0.15$ eV, the factor is $\frac12(1+2.00/2.15)=0.965$.

## Carriers and strong fields

Mobile carriers change the $q\to0$ limit itself. For a dilute electron density $n\propto e^{\mu/k_BT}$, a slowly varying potential, weak enough that its energy stays well below $k_BT$, induces the charge $-e^2(n/k_BT)\phi_q$. In vacuum the denominator of the potential becomes

$$
2\varepsilon_0\left(q+r_0q^2+\frac1\ell\right),
\qquad \ell=\frac{2\varepsilon_0k_BT}{e^2n}.
$$

At 300 K and $n=10^{10}$ cm$^{-2}$, $\ell=29$ nm. The carrier term exceeds the Dirac term $r_0q^2$ below $q=(r_0\ell)^{-1/2}\simeq0.19$ nm$^{-1}$. Below that wavevector even this light doping changes a weak potential more than the cone's polarizability does, if the carriers can move to follow it. The carrier term exceeds the vacuum term $q$ only below $q=1/\ell$. A bare elementary charge is too strong for this linear estimate at a few nanometres, where its potential energy far exceeds $k_BT$. Thermal excitation across the gap gives only about $2\times10^{-4}$ electrons per cm$^2$, so temperature alone does not spoil the undoped model here.

A strong field can also drive electrons across the gap. For the least protected path, $k_y=0$, the Landau–Zener probability per pass is $\exp[-\pi m^2/(\hbar veE)]$. Direct integration of the driven two-level equation at $\hbar veE=2m^2$ gave 0.2079, the same as the formula to four digits. At 1 MV/cm, or 0.1 V/nm, the example's exponent is $\pi(1.0)^2/0.035=90$. Interband tunnelling in the ideal sheet is negligible; this says nothing about defects or contacts.

The remaining values are in the numerical output.

## Computed results

```
Gap: 2 eV
hbar times velocity: 0.35 eV nm
Number of cones: 4
Lattice constant: 0.32 nm
e^2/eps0: 18.095 eV nm
Sheet polarizability alpha: 1.7e-20 F
alpha/eps0: 1.92 nm
Screening length r0 in vacuum: 0.95998 nm
r0 in vacuum, converted: 9.5998 angstrom
Dielectric constant above: 1
Dielectric constant below: 3.9
Mean surrounding dielectric constant: 2.45
Crossover length r0/kappa: 0.39183 nm
Numerical log slope against gap: -1
Numerical log slope against velocity: -2.2e-15
Anisotropic xx factor, vx/vy=2: 2
Anisotropic yy factor, vx/vy=2: 0.5
1D response ratio on doubling v: 2
Cone cutoff wavevector: 8.4173 1/nm
Cone cutoff band energy: 3.1112 eV
Finite-cone factor: 0.75063
Finite-cone factor at doubled v: 0.87334
Assumed spin splitting: 0.15 eV
Spin-splitting factor: 0.96512
Finite-q wavevector 1/r0: 1.0417 1/nm
Finite-q factor at 1/r0: 0.98698
Valence electrons per cell: 18
Assumed remote transition energy: 8 eV
Remote-band r0 estimate: 2.19 nm
Remote/Dirac polarizability ratio: 2.28
Dirac plus remote r0 estimate: 3.15 nm
Electron-hole attraction factor: 1.54
Attraction factor, larger basis and grid: 1.55
Attraction factor at doubled v: 1.37
Temperature: 300 K
Thermal energy: 0.025852 eV
Intrinsic electron density: 0.000219 cm^-2
Assumed residual electron density: 1e+10 cm^-2
Residual-doping screening length: 28.6 nm
In-plane field: 1 MV/cm
Field parameter e E hbar v/gap^2: 0.00875
Tunnelling exponent: 89.76
Tunnelling probability per pass: 1.04e-39
Two-level test, integrated probability: 0.2079
Two-level test, formula: 0.2079
```
